# Double-peaked local polarization of Ising dipoles in Gaussian random fields

## The problem

In a simple model of a relaxor, each polar region is an Ising dipole. Its moment is $+\mu$ or $-\mu$ along a fixed axis, and it sits in a static local field $E$ produced by frozen chemical disorder. The two states have energies $-h$ and $+h$, where $h=\mu E$ is called the field energy; it is half the level splitting. From site to site $h$ is Gaussian with zero mean and standard deviation $\Delta$. The dipoles do not interact, $\mu$ is the same everywhere, and each dipole is in thermal equilibrium at temperature $T$.

Let $m$ be the thermally averaged orientation of a dipole, that is, its averaged polarization divided by the saturation value. Each site has its own $m$ between $-1$ and $1$, and $P(m)$ is the density of these values over the sites.

1. Can $P(m)$ have two peaks at a finite temperature, and if so, under what condition?
2. Does a phase transition accompany the change of shape?
3. For regions 3 nm in diameter with a polarization of 30 uC/cm2 and an rms local field of 0.010 MV/cm, what does the model predict near room temperature?

## A tempting solution

The Boltzmann average over the two states is

$$m=\frac{e^{h/kT}-e^{-h/kT}}{e^{h/kT}+e^{-h/kT}}=\tanh\frac{h}{kT}.$$

This function increases steadily, so each $h$ corresponds to one $m$. The most probable field energy is $h=0$, which gives $m=0$. Larger $|h|$ is less probable and gives larger $|m|$, so larger $|m|$ is less probable too. Hence $P(m)$ has a single peak at $m=0$ at every finite temperature, and two peaks appear only at $T=0$, where $m=\pm1$.

## Where it fails

The formula for $m$ is right. The fault lies in carrying the peak of one density over to the other. A one-to-one map preserves the probability of corresponding intervals, not the density. If an interval $dh$ is squeezed into a narrow interval $dm$, the density in $m$ is raised by the factor $dh/dm$. The hyperbolic tangent is steep at the centre and flat at large $|h|$, so the squeezing is strongest near $m=\pm1$. There the Gaussian is small but this factor is large, and the two must be weighed against each other.

## The correct density

Let $x=h/kT$. It is Gaussian with zero mean and variance

$$s^2=\left(\frac{\Delta}{kT}\right)^2 .$$

This is the variance of the ratio $h/kT$. The variance of $h$ divided by $kT$ would be a different quantity, with the dimension of energy.

Equal probabilities in corresponding intervals mean $P(m)\,dm=G(x)\,dx$, where $G$ is the Gaussian density of $x$. Since $m=\tanh x$,

$$\frac{dm}{dx}=\frac{1}{\cosh^2x}=1-m^2 .$$

Write $u=\operatorname{artanh}m$ for the value of $x$ that belongs to $m$. Then

$$P(m)=\frac{1}{\sqrt{2\pi}\,s}\,\frac{1}{1-m^2}\,\exp\left(-\frac{u^2}{2s^2}\right).$$

Because $1/(1-m^2)=\cosh^2u$, the logarithm is

$$\ln P=\text{const}+L(u),\qquad L(u)=2\ln\cosh u-\frac{u^2}{2s^2}.$$

As $m$ increases, so does $u$. The maxima of $P$ in $m$ are therefore found from the maxima of $L$ in $u$. This step is legitimate because $L$ is the logarithm of the density in $m$, with the factor $\cosh^2u$ already included.

## Counting the peaks

The derivative, for $u>0$, is

$$L'(u)=2\tanh u-\frac{u}{s^2}=2u\left[\frac{\tanh u}{u}-\frac{1}{2s^2}\right].$$

The ratio $\tanh u/u$ tends to 1 as $u\to0$ and to 0 as $u\to\infty$. It falls strictly in between, because

$$\frac{d}{du}\frac{\tanh u}{u}=\frac{u-\sinh u\cosh u}{u^2\cosh^2u}=\frac{2u-\sinh 2u}{2u^2\cosh^2u}<0 .$$

There are two cases.

- If $1/(2s^2)\ge1$, the bracket is negative for every $u>0$. $L$ falls on the right and, being even, also on the left. The only peak is at $m=0$.
- If $1/(2s^2)<1$, the bracket is positive up to one point $u_*$ and negative beyond it. $L$ rises from the centre to $u_*$ and then falls. The centre is a minimum, and the peaks are at $m=\pm m_*$ with

$$m_*=\tanh u_*,\qquad u_*=2s^2\tanh u_* .$$

The distribution is therefore double-peaked if and only if

$$s^2=\operatorname{Var}\left(\frac{h}{kT}\right)>\frac12,\qquad\text{or}\qquad kT<kT^*=\sqrt2\,\Delta .$$

If the full splitting $2h$ were called the field energy, its variance would be four times larger and the threshold would read 2.

A numerical count confirms the change. It used the inverted Boltzmann average and the Gaussian cumulative function, without the density formula. It found one peak at $s^2=0.49$ and two at $s^2=0.51$.

## Two limits

**Near the threshold.** For small $u$, $\ln\cosh u=u^2/2-u^4/12+\dots$. With $\delta=1-1/(2s^2)$,

$$L(u)\approx\delta u^2-\frac{u^4}{6}.$$

Setting the derivative $2\delta u-\tfrac23u^3$ to zero gives $u_*^2=3\delta$. To leading order $m_*=u_*$, so

$$m_*\approx\sqrt{3\delta},\qquad \ln\frac{P(m_*)}{P(0)}\approx3\delta^2-\frac{9\delta^2}{6}=\frac32\delta^2 .$$

The peaks move apart quickly, but their contrast starts very small. At $s^2=0.505$ these laws give $m_*=0.1723$ and a logarithmic contrast of $1.47\times10^{-4}$. The numerical distribution gives 0.1717 and $1.48\times10^{-4}$. A histogram from a modest number of sites would show a flat top there. At $s^2=1/2$ itself, $\delta=0$ and $L\approx-u^4/6$, a single flat maximum.

**Far below the threshold.** For large $s^2$, $\tanh u_*\approx1$ and $u_*\approx2s^2$. Using $\ln\cosh u\approx u-\ln2$,

$$\ln\frac{P(m_*)}{P(0)}\approx2(2s^2-\ln2)-2s^2=2s^2-2\ln2 .$$

The ratio grows as $e^{2s^2}/4$, and the peaks approach saturation, since $1-m_*\approx2e^{-4s^2}$. They do not reach it at finite $s$: as $u\to\infty$ the term $-u^2/(2s^2)$ outweighs $2\ln\cosh u\approx2u$, so $P$ vanishes at $m=\pm1$.

## A uniform bias

Let a uniform field shift the mean of $x$ to $b$. Then $u^2$ in the exponent becomes $(u-b)^2$, and the stationary points obey

$$b=B(u),\qquad B(u)=u-2s^2\tanh u,\qquad L'(u)=\frac{b-B(u)}{s^2}.$$

For $2s^2\le1$, $B$ increases steadily and there is one solution. For $2s^2>1$, $B'(u)=1-2s^2/\cosh^2u$ vanishes at $\pm u_c$, where $\cosh u_c=\sqrt{2s^2}$ and hence $\tanh u_c=\sqrt{1-1/(2s^2)}$. The turning values of $B$ are $\pm b_c$ with

$$b_c=2s^2\tanh u_c-u_c=\sqrt{2s^2(2s^2-1)}-\operatorname{arcosh}\sqrt{2s^2}.$$

Three solutions exist when $|b|<b_c$. At the outer two $B$ is rising, so $L'$ changes from positive to negative and they are maxima. A stronger bias leaves one peak.

## Is it a phase transition?

It is not. The mean square orientation is

$$q=\langle m^2\rangle=\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,e^{-z^2/2}\tanh^2(sz),$$

where the angle brackets denote the average over sites. It is a smooth function of $s$ for $s>0$, with nothing special at $s^2=1/2$. The free energy per dipole, $-kT\langle\ln[2\cosh(h/kT)]\rangle$, is smooth for the same reason.

The response of the mean orientation to a uniform field follows from $d\tanh x/dx=1-\tanh^2x$:

$$\chi=\frac{\partial\langle m\rangle}{\partial E}=\frac{\mu}{kT}(1-q).$$

To see its trend, write $\chi=\mu\int g(h)\,\frac{d}{dh}\tanh(h/kT)\,dh$, where $g$ is the Gaussian density of $h$. Integrate by parts with $g'(h)=-hg(h)/\Delta^2$; the boundary terms vanish:

$$\chi=\frac{\mu}{\Delta^2}\left\langle h\tanh\frac{h}{kT}\right\rangle .$$

For each $h\neq0$ the averaged quantity grows as $T$ falls. The response therefore rises steadily on cooling and tends to $\mu\langle|h|\rangle/\Delta^2=\sqrt{2/\pi}\,\mu/\Delta$. It has no maximum at $T^*$ or at any other finite temperature. The double peak is a change in the shape of a histogram, and it belongs to the variable $m$: the distribution of $h$ keeps its single peak throughout.

## Numbers

The volume of a region is $\pi(3\ \text{nm})^3/6=14.14$ nm³. A polarization of 30 uC/cm2 is 0.30 C/m², or $1.872\,e$ per nm². The moment is

$$\mu=1.872\times14.14\;e\,\text{nm}=26.47\;e\,\text{nm}.$$

The rms field is $10^{-3}$ V/nm, so $\Delta=26.47$ meV. The threshold is at $kT^*=\sqrt2\times26.47=37.4$ meV, or $T^*=434$ K (161 °C). With $\mu$ and the field distribution held fixed, the model gives:

| $T$ (K) | $s^2$ | $m_*$ | $P(m_*)/P(0)$ | $\chi$ (cm/MV) |
|---|---|---|---|---|
| 550 | 0.312 | 0 | 1 | 44.5 |
| $T^*$ (434.43) | 0.500 | 0 | 1 | 51.4 |
| 350 | 0.770 | 0.873 | 1.30 | 57.3 |
| 300 | 1.048 | 0.966 | 2.10 | 61.1 |
| 250 | 1.510 | 0.995 | 5.15 | 65.2 |

At 300 K the peaks lie at a local polarization of about $\pm29$ uC/cm2. This row shows the competition that the tempting solution missed. With $u_*=2.025$, the Gaussian factor is $\exp(-u_*^2/2s^2)=0.141$ relative to the centre, while the squeezing factor is $\cosh^2u_*=14.9$. Their product is 2.10.

The peak position is not a typical value of $|m|$. At 300 K $q=0.40$, so the rms orientation is 0.63, well below 0.97, because about 95% of the sites lie between the peaks.

At the same temperature $2s^2=2.097$ and $b_c=1.5167-0.9145=0.602$. Since $s=1.024$ corresponds to the rms field, the bias field that removes the second peak is $0.010\times0.602/1.024=0.0059$ MV/cm.

## Comparison with a real relaxor

The region size and polarization lie in the rough regime of lead magnesium niobate, where polar regions are a few nanometres across and local polarizations are tens of uC/cm2. The rms field was chosen to make $\Delta$ comparable to $kT$; it is not a measured value. In the real material the regions form and grow on cooling, so a fixed moment is doubtful, above all at the upper end of the table. Real relaxors also show a broad, frequency-dependent permittivity maximum, which this equilibrium model of independent dipoles cannot give. Several assumptions can be relaxed one at a time, with the other parameters held fixed.

**Eight orientations.** If the moment can point along all eight $\langle111\rangle$ directions, it is $(\mu/\sqrt3)(\sigma_1,\sigma_2,\sigma_3)$ with each $\sigma_i=\pm1$. Its energy is a sum of three separate terms, so the Boltzmann sum factorizes and each component is an Ising dipole of moment $\mu/\sqrt3$. If each field component is an independent Gaussian with an rms value of 0.010 MV/cm, the threshold for one component falls to $T^*/\sqrt3=251$ K. At 300 K a component then has a single peak.

**Spread of sizes.** For a given $s$, the density near the centre is $P\approx(\sqrt{2\pi}s)^{-1}[1+(1-1/(2s^2))m^2]$. Averaged over sizes, the centre is a minimum if $2\langle s^{-1}\rangle>\langle s^{-3}\rangle$. For a lognormal moment, $s=s_0e^{\sigma z}$ with $z$ a standard normal variable and $s_0$ the median. Since $\langle e^{az}\rangle=e^{a^2/2}$, the condition becomes $2s_0^2>e^{4\sigma^2}$, or $kT<\sqrt2\,\Delta_0e^{-2\sigma^2}$, where $\Delta_0=s_0kT$. A logarithmic width of 0.10 in diameter means $\sigma=0.30$ in moment, which lowers this threshold to 363 K. The criterion concerns the centre alone. The unlimited tail of the lognormal law makes the averaged density rise without bound at $m=\pm1$ at every finite temperature. Above the threshold this rise involves few sites: those beyond the minimum of the density make up about 0.2% at 380 K and 0.002% at 434 K. At 350 K, below the threshold, the density rises all the way from the centre to $m=\pm1$, so there are no separate side peaks. An upper limit on the region size makes the density fall to zero at $m=\pm1$. With a limit of 4.05 nm in diameter, three logarithmic widths above the median, there are two side peaks very close to saturation at 350 K and only the central peak at 380 K. A sufficiently high limit would leave side peaks at 380 K as well.

**Interactions.** Suppose that neighbours contribute static fields through their averages $m_j$, with independent random signs, and treat the total field as Gaussian. The last assumption is not exact, because a few neighbours can dominate the sum, but for the arrays considered below, sampling their separate fields changes the threshold by less than 2%. They add $\sum_jJ_{ij}^2\langle m_j^2\rangle=J^2q$ to the variance of $h$, where $J_{ij}$ is the dipolar coupling energy and $J^2=\sum_jJ_{ij}^2$. The condition $s^2=1/2$ fixes $q=0.274$, so $kT^*=\sqrt{2(\Delta^2+0.274J^2)}$. For a cubic array with the dipole axis along a cube edge, in a background of relative permittivity 300, a spacing of 10 nm gives $J=12$ meV and a threshold of 447 K. A spacing of 6 nm gives $J=57$ meV, about twice $\Delta$, and formally 654 K. The axis matters: along a body diagonal the coupling to the nearest neighbours vanishes, and the same two spacings give 437 K and 479 K. The estimate omits correlations and the reaction of the neighbours, so the values at 6 nm are no predictions; they show that independent dipoles are a poor model at that density.

**Smaller effects.** The polarization induced in the background by the rms field is 0.26 uC/cm2, about 1% of the regional value. For an assumed barrier of 0.30 eV and an attempt rate of $10^{12}$ per second, the hopping time at 250 K is about 1 μs. The measurement must average over much longer times, because an instantaneous snapshot shows $\pm\mu$ at any temperature. A rough estimate of the scale below which tunnelling competes with thermal hopping, $hf/(2\pi k)$ with $h$ here Planck's constant and $f$ the attempt rate, is 8 K, far below the temperatures considered.

The corrections thus have opposite signs, and the largest of them, found for eight orientations and for closely spaced dipoles along a cube edge, amount to roughly half of $T^*$. The criterion $s^2>1/2$ is a property of the stated model, and 434 K should not be read as a prediction for a particular ceramic or crystal. The remaining values are in the numerical output below.

## Computed results

```
Peaks counted from the definition, no bias:
  variance of h/kT = 0.20: 1 peak(s)
  variance of h/kT = 0.40: 1 peak(s)
  variance of h/kT = 0.49: 1 peak(s)
  variance of h/kT = 0.51: 2 peak(s)
  variance of h/kT = 0.60: 2 peak(s)
  variance of h/kT = 1.00: 2 peak(s)
Near threshold, variance 0.505: peak m = 0.1717, law 0.1723
  ln(peak/centre) = 1.482e-04, law 1.470e-04
Critical bias of h/kT at variance 0.80: 0.2671
Region diameter: 3.0 nm
Region polarization: 30.0 uC/cm2
Rms local field: 0.010 MV/cm
Region volume: 14.14 nm3
Dipole moment: 26.47 e nm
Rms field energy: 26.47 meV
Threshold temperature: 434.4 K = 161.3 C
T (K) | variance | peak m | peak/centre | q | response (cm/MV)
  550.0 | 0.3119 | 0.0000 | 1.0000 | 0.2026 | 44.54
  434.4 | 0.5000 | 0.0000 | 1.0000 | 0.2737 | 51.36
  350.0 | 0.7703 | 0.8728 | 1.2980 | 0.3474 | 57.28
  300.0 | 1.0485 | 0.9658 | 2.1017 | 0.4029 | 61.14
  250.0 | 1.5098 | 0.9951 | 5.1456 | 0.4695 | 65.19
Peak u at 300 K: 2.0252
Peak local polarization at 300 K: 28.97 uC/cm2
Bias field removing second peak at 300 K: 0.00588 MV/cm
Eight orientations, component threshold: 250.8 K
Diameter spread 0.10, moment log-width 0.30: centre threshold 362.9 K
Background permittivity (relative): 300
Dipole lattice sum: 13.348; q at threshold: 0.2737
Spacing 10 nm: J = 12.29 meV, threshold estimate 447.1 K
Spacing 6 nm: J = 56.89 meV, threshold estimate 653.7 K
Induced polarization at rms field: 0.265 uC/cm2
Assumed hop barrier 0.30 eV, attempt rate 1e+12 1/s
Hopping time at 250 K: 1.12e-06 s
Tunnelling crossover scale: 7.6 K
```
